# Depletion of a Doped Oxide Electrode by a Ferroelectric Polarization

**The question**

A thick ferroelectric film fills the region $x<0$. A doped n-type oxide electrode fills $x>0$. The polarization of the film has magnitude $P=10\ \mu\mathrm{C/cm^2}$ and points away from the electrode, towards negative $x$. The electrode has $N=10^{20}\ \mathrm{cm^{-3}}$ ionized donors, uniformly distributed, and a relative permittivity $\varepsilon=300$ that does not depend on the field. The temperature is 300 K. A bias holds the electric field inside the ferroelectric at zero, and there is no free charge on the interface itself.

Algebra is in atomic units, $e=\hbar=m_e=4\pi\varepsilon_0=1$, so $P$ is a number of elementary charges per area. The displacement $D$ is defined as free charge per area, so that in the electrode $D=\varepsilon E/4\pi$ and $dD/dx=\rho$, with $\rho$ the density of donors minus that of electrons. The electron energy at the band edge is $U(x)$, with $U=0$ deep in the electrode. Numbers are in nm, eV and MV/cm.

**Part (a).** Treat the electrode as emptied of electrons up to a sharp edge $x=W$ and neutral beyond it. Find $W$ in terms of $P$ and $N$, and say what happens if the polarization is reversed.

*Answer.* The polarization has $x$-component $-P$. The outward normal of the ferroelectric at the interface is $+\hat x$, so its face carries the bound charge $-P$ per area. This negative charge repels electrons from the electrode surface and leaves positive donors behind.

In the ferroelectric, the displacement is its polarization plus a term proportional to the field. The field is zero, so $D=-P$ there. With no free charge on the interface, $D$ is continuous and $D(0^+)=-P$. In the emptied layer $\rho=N$, hence

$$D(x)=-P+\int_0^x N\,dx'=-P+Nx ,\qquad 0<x<W .$$

The neutral electrode is a conductor carrying no current, so its field and displacement vanish. Setting $D(W)=0$ gives

$$W=\frac{P}{N}.$$

The permittivity does not enter, because neutrality fixes how many donors must be uncovered. With the polarization reversed, $D(0^+)=+P$. Donors would then make $D$ larger instead of bringing it to zero, so the screening charge must be negative: electrons accumulate at the surface and the depletion result does not apply.

**Part (b).** Find the band profile, the bending $V_0=U(0)$ and the largest field in the electrode.

*Answer.* An electron has charge $-1$, so $U=-\phi$, where $\phi$ is the electrostatic potential. Since $E=-d\phi/dx$, it follows that $dU/dx=E$. With $D=Nx-P=N(x-W)$,

$$\frac{dU}{dx}=\frac{4\pi}{\varepsilon}D=\frac{4\pi N}{\varepsilon}(x-W).$$

Integration from the edge, where $U(W)=0$, gives

$$U(x)=\frac{2\pi N}{\varepsilon}(W-x)^2 .$$

The band edge rises towards the interface, as it must where electrons are repelled. At $x=0$, inserting $W=P/N$,

$$V_0=\frac{2\pi N}{\varepsilon}\,\frac{P^2}{N^2}=\frac{2\pi P^2}{\varepsilon N}.$$

The field has its largest magnitude at the interface, $E_{\max}=4\pi P/\varepsilon$, and falls linearly to zero. Its mean is $E_{\max}/2$, and indeed $V_0=E_{\max}W/2$.

At fixed $N$ and $\varepsilon$, doubling $P$ doubles the depth and quadruples the bending. At fixed $P$ and $\varepsilon$, doubling $N$ halves both.

**Part (c).** Evaluate the depth, the bending and the peak field.

*Answer.* Dividing $P$ by the elementary charge gives $0.6242$ electrons per $\mathrm{nm^2}$. The donor density is $0.100$ per $\mathrm{nm^3}$. Therefore

$$W=\frac{0.6242}{0.100}\ \mathrm{nm}=6.2\ \mathrm{nm}=62\ \text{Å}.$$

To obtain an energy in eV, the factor $e^2/(4\pi\varepsilon_0)=1.43996$ eV nm is restored:

$$V_0=\frac{2\pi\times1.43996\times(0.6242)^2}{300\times0.100}\ \mathrm{eV}=0.1175\ \mathrm{eV}.$$

The electrostatic bending is thus 0.12 eV, a potential difference of 0.12 V. For the field, 1 V/nm equals 10 MV/cm, so

$$E_{\max}=10\times\frac{4\pi\times1.43996\times0.6242}{300}\ \mathrm{MV/cm}=0.376\ \mathrm{MV/cm}.$$

**Part (d).** Now let the electrons be mobile, with local density $n(\mu-U)$, where $\mu$ is the bulk chemical potential measured from the bulk band edge. Derive the surface bending $U_s$ in terms of the electron pressure $p(\mu)$. Find its dilute and its zero-temperature limits, and decide whether the sharp edge is a good approximation here.

*Answer.* The charge density is $N-n$, so Poisson's equation reads

$$U''=\frac{4\pi}{\varepsilon}\left[N-n(\mu-U)\right].$$

Multiplying by $U'$ turns the left side into $(U'^2/2)'$. Integrate from $x=0$, where $U=U_s$, to the bulk, where $U=U'=0$:

$$-\frac{U'(0)^2}{2}=\frac{4\pi}{\varepsilon}\int_{U_s}^{0}\left[N-n(\mu-U)\right]dU .$$

Exchanging the limits removes the minus sign. The boundary condition is still $U'(0)=-4\pi P/\varepsilon$, so

$$\frac{8\pi^2P^2}{\varepsilon^2}=\frac{4\pi}{\varepsilon}\left[NU_s-\int_0^{U_s}n(\mu-U)\,dU\right].$$

At fixed temperature $dp/d\mu=n$, so the remaining integral is $p(\mu)-p(\mu-U_s)$. Multiplying by $\varepsilon/(4\pi N)$ and rearranging,

$$U_s=\frac{2\pi P^2}{\varepsilon N}+\frac{p(\mu)-p(\mu-U_s)}{N}.$$

The first term is $V_0$. The second is positive: the bulk electrons press towards the emptied region, and extra bending is needed to hold them back.

The total screening charge is unchanged, since

$$\int_0^\infty(N-n)\,dx=D(\infty)-D(0^+)=P .$$

The charge-equivalent depth, defined as this integral divided by $N$, therefore remains $P/N$ even though the edge is smeared.

In the dilute limit $p=nkT$ and the surface density is $Ne^{-U_s/kT}$. The extra term is $kT(1-e^{-U_s/kT})$, which tends to $kT$ when $U_s\gg kT$.

At zero temperature in a parabolic band, $n\propto\mu^{3/2}$, and integrating $dp=n\,d\mu$ gives $p=\tfrac25 n\mu$. If the surface is empty, the extra term is $\tfrac25\mu$. Emptiness requires $U_s\ge\mu$, that is $V_0+\tfrac25\mu\ge\mu$, or $V_0\ge\tfrac35\mu$.

For numbers a band structure is needed. Take three equivalent ellipsoidal valleys, each with two light masses of $0.6\,m_e$ and one heavy mass of $6\,m_e$, which are rough values for strontium titanate. The density of states of one valley is proportional to the square root of the product of its three masses, and the three valleys add. The equivalent single mass $m_d$ (in units of $m_e$) obeys

$$m_d^{3/2}=3\sqrt{0.6^2\times6},\qquad m_d=3^{2/3}(0.6^2\times6)^{1/3}=2.69 .$$

With Fermi–Dirac statistics this gives $\mu=0.0055$ eV, smaller than $kT=0.0259$ eV, so the gas lies between the two limits. The pressure term is 0.0298 eV and

$$U_s=0.1175+0.0298=0.1473\ \mathrm{eV}.$$

A finite-difference solution of the nonlinear Poisson equation with the same inputs also gives 0.1473 eV at the surface, and a charge-equivalent depth of 6.242 nm.

The full bending is 25% above $V_0$. The uncertain mass matters less than the presence of the term: halving $m_d$ gives 0.154 eV, and doubling it gives 0.145 eV.

The surface itself is well emptied, with an electron density of 0.5% of the donor density in the local approximation. That approximation is only marginal here, since the thermal wavelength for the light mass, 5.6 nm, is comparable to $W$. Treating the electrons as waves confined by a hard wall at the interface lowers $U_s$ by about 0.0005 eV, shifts the depths quoted next by less than 0.1 nm, and roughly halves the density at 0.5 nm from the interface. The edge, however, is not sharp. The density reaches 10% of $N$ at 2.7 nm, 50% at 5.8 nm and 90% at 10.3 nm, so the transition is wider than $W$. The sharp-edge model gives the screening charge correctly, underestimates the bending by about a fifth of its full value, and describes the density profile poorly.

**Part (e).** Remove the bias. The ferroelectric now has thickness $d$ and background permittivity $\varepsilon_f=100$. It is short-circuited to the electrode through an ideal metal on its other face, with no built-in voltage. Keep $P$ fixed and use the sharp-edge model. Find the magnitude $D$ of the displacement, and evaluate it for $d=100$ nm and $d=5$ nm.

*Answer.* The ferroelectric now contains a field $F$ along $+x$, opposing the polarization. The displacement has $x$-component

$$-D=-P+\frac{\varepsilon_fF}{4\pi},\qquad\text{so}\qquad F=\frac{4\pi(P-D)}{\varepsilon_f}.$$

Because $dU/dx$ equals the field, the electron energy rises by $Fd$ from the metal to the interface. It then falls by the electrode bending, which is the result of part (b) with $P$ replaced by $D$. In a short circuit without built-in voltage the two must cancel:

$$\frac{4\pi(P-D)d}{\varepsilon_f}=\frac{2\pi D^2}{\varepsilon N}.$$

Multiplying by $\varepsilon_f/(4\pi d)$ gives

$$aD^2+D-P=0,\qquad a=\frac{\varepsilon_f}{2d\varepsilon N}.$$

The positive root, with its numerator rationalized, is

$$D=\frac{-1+\sqrt{1+4aP}}{2a}=\frac{2P}{1+\sqrt{1+4aP}} .$$

The controlling number $aP$ is the ratio of $V_0$ to $4\pi Pd/\varepsilon_f$, the energy step across a film whose polarization is not screened at all. If $aP\ll1$, expanding the root gives $D\approx P(1-aP)$, and the earlier result returns for a thick film. If $aP\gg1$, then $D\approx\sqrt{P/a}$, and the electrode screens little of the polarization.

For $d=100$ nm, $a=100/(2\times100\times300\times0.100)\ \mathrm{nm^2}=1/60\ \mathrm{nm^2}$ and $4aP=0.0416$. Then $D/P=2/(1+1.0206)=0.990$, the depth is 6.2 nm and the bending is 0.115 eV.

For $d=5$ nm, $a=1/3\ \mathrm{nm^2}$ and $4aP=0.832$. Then $D/P=2/(1+1.354)=0.850$, the depth is 5.3 nm and the bending is 0.085 eV.

The thick film barely notices the missing bias. The thin one loses 15% of the depth and 28% of the bending relative to the zero-field case. These losses belong to the sharp-edge model. Including the electron pressure of part (d) raises the thin film's loss of displacement from 15% to about 19%. A real thin film may lose still more, because the opposing field can also reduce $P$ or split the film into domains, which this model excludes.

**Part (f).** Suppose that the electrode field contains an additional term $bD^3$, with $D$ again a magnitude. Find the resulting change of the sharp-edge bending for $b=7\times10^9\ \mathrm{V\,m^5/C^3}$. Then estimate the tunnelling factor through the depleted layer for an electron at the bulk band edge, using the light and the heavy mass of part (d).

*Answer.* The charge distribution, and hence $D=P-Nx$, is unchanged. The extra bending is the integral of the extra field. With $u=P-Nx$ and $dx=-du/N$,

$$\Delta V=\int_0^{W}b(P-Nx)^3dx=\frac bN\int_0^Pu^3du=\frac{bP^4}{4N}.$$

In SI units $N$ is replaced by $eN$, and $P=0.1\ \mathrm{C/m^2}$ gives $\Delta V=0.011$ V, or 9% of $V_0$. The sign is positive because the lattice becomes harder to polarize at high field. The local effect is larger than the 9% suggests: at the interface the field rises from 0.376 to 0.45 MV/cm, and the differential permittivity falls from 300 to about 190.

For tunnelling, the sharp-edge barrier is $U=V_0(1-x/W)^2$. In the semiclassical approximation the transmission factor is $e^{-S}$, with

$$S=2\int_0^W\sqrt{2mU}\,dx=2\sqrt{2mV_0}\int_0^W\left(1-\frac xW\right)dx=W\sqrt{2mV_0}.$$

With $\hbar^2/m_e=0.0762$ eV nm² restored, the light mass gives

$$S=6.242\sqrt{\frac{2\times0.6\times0.1175}{0.0762}}=8.5,$$

and a factor of $2\times10^{-4}$. The heavy mass gives $S=26.9$ and a factor of $2\times10^{-12}$. If the interface normal lies along a principal axis of the valleys, the light-mass valleys therefore dominate tunnelling at this energy. These factors refer to the depleted layer alone, not to the ferroelectric, and they hold only for the sharp-edge barrier. The smeared profile of part (d) gives a higher barrier with a long tail, which roughly doubles both exponents and makes the factors smaller by orders of magnitude. Nor do they determine the current at 300 K: the Boltzmann factor for passing over the full bending, $e^{-0.1473/0.0259}\approx0.003$, is much larger. That factor alone does not give the current either, because electrons thermally excited partway up the barrier can tunnel through its thinner upper part.

**Part (g).** Compare the model with a barium titanate film on niobium-doped strontium titanate. Which assumptions matter most?

*Answer.* The permittivity and doping are in the typical range for such an electrode at room temperature. The polarization is low: bulk barium titanate has roughly $25\ \mu\mathrm{C/cm^2}$. At fixed $N$ and $\varepsilon$, that value would multiply $W$ by 2.5 and $V_0$ by about 6. The ratio $\Delta V/V_0$ grows as $P^2$, from 9% to nearly 60%, so a constant permittivity would no longer be acceptable. Temperature also acts through the permittivity. A Curie–Weiss law with a rough Curie–Weiss temperature of 35 K gives $\varepsilon=300\times(300-35)/(358-35)=246$ at 358 K. With $P$ and $N$ held fixed, $V_0$ becomes 0.143 eV, and the full bending with mobile electrons 0.178 eV. The absence of interface charge is another assumption that matters strongly, since a positive interface charge equal to $P$ would remove the depletion altogether. Defects or adsorbed ions supplying a positive charge $\sigma<P$ per area replace $P$ by $P-\sigma$ in parts (a) and (b). If they compensate half the polarization, the depth is halved and $V_0$ falls to a quarter.

The typical donor spacing, taken as $N^{-1/3}$, is 2.15 nm, so the layer is only about three spacings deep and the uniform donor density is an average. With the permittivity of 300, a single donor at that distance shifts the energy of an electron by 0.002 eV. This is small beside the bending, but the shifts from many randomly placed donors add, and the model does not include the resulting variation along the interface. A carrier crossing the layer gains at most about 0.15 eV from it, against a gap of roughly 3.2 eV, so this bending cannot by itself cause impact ionization. The numerical output lists the values used.

## Computed values

```
polarization: 10.0 uC/cm2
donor density: 1.0e+20 cm^-3
relative permittivity: 300
temperature: 300 K
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
hbar^2/m_e: 0.07620 eV nm^2
polarization as electron count: 0.6242 per nm2
donor count: 0.100 per nm3
depletion depth W: 6.242 nm = 62.42 angstrom
electrostatic bending V0: 0.1175 eV
peak field in electrode: 0.376 MV/cm
light, heavy band mass (rough): 0.6, 6.0 m_e
density-of-states mass, three valleys: 2.69 m_e
thermal energy kT: 0.0259 eV
bulk chemical potential above band edge: 0.0055 eV
pressure term: 0.0298 eV
full bending with mobile electrons: 0.1473 eV
full bending / V0: 1.254
charge-equivalent depth, full solution: 6.242 nm
surface electron density / donors: 0.0046
depth where density is 10% of donors: 2.71 nm
depth where density is 50% of donors: 5.80 nm
depth where density is 90% of donors: 10.31 nm
full bending, halved DOS mass: 0.1544 eV
full bending, doubled DOS mass: 0.1447 eV
cold dilute test, extra bending / kT: 1.022
Curie-Weiss temperature (rough): 35 K
permittivity at 358 K: 246
V0 at 358 K: 0.1432 eV
full bending at 358 K: 0.1777 eV
cubic dielectric coefficient (rough): 7.0e+09 V m^5/C^3
extra bending from saturation: 0.0109 eV
film background permittivity (rough): 100
film 100 nm, displacement / P: 0.990
film 100 nm, depletion depth: 6.18 nm
film 100 nm, electrostatic bending: 0.1151 eV
film 5 nm, displacement / P: 0.850
film 5 nm, depletion depth: 5.30 nm
film 5 nm, electrostatic bending: 0.0848 eV
tunnelling exponent, light mass: 8.49
tunnelling factor, light mass: 2.1e-04
tunnelling exponent, heavy mass: 26.85
tunnelling factor, heavy mass: 2.2e-12
mean donor spacing: 2.15 nm
screened Coulomb energy at that spacing: 0.0022 eV
band gap (rough): 3.2 eV
gap / full bending: 22
```
